# Vacancy-Interstitial Mass Action and Vacancy Depression by Injected Interstitials

## 1. Definitions and conventions

A crystal of volume $\Omega$ has $N$ lattice sites and $M$ interstitial positions, with densities $N_L=N/\Omega$ and $N_T=M/\Omega$. It contains $n_V$ vacancies and $n_I$ self-interstitials, with concentrations $C_V=n_V/\Omega$ and $C_I=n_I/\Omega$. Each concentration counts all charge states of the defect.

Four assumptions define the model. The temperature $T$ is uniform. Electrons are exchanged with a reservoir at a given Fermi level $E_F$, which is reasonable when the defects carry little charge compared with the carriers and dopants. Defects do not interact, except that one site or position holds at most one defect. Finally, they are dilute: $n_V\ll N$ and $n_I\ll M$.

Formation free energies need a reference for the atom that is removed or added. It is an atom at a sink, meaning a surface kink or a dislocation jog, where the crystal gains or loses an atom without changing the structure of the sink. Let $g_{Xq}$ be the free energy for forming defect $X$ ($V$ or $I$) in charge state $q$ on one given site, with electrons counted at the zero of $E_F$. It includes vibrational entropy and internal degeneracy. A defect of charge $+q$ has given $q$ electrons to the reservoir, which adds $qE_F$. The statistical weight of one defect on one given site, relative to the normal site, is therefore

$$z_X=\sum_q e^{-(g_{Xq}+qE_F)/kT}\equiv e^{-f_X/kT}. \tag{1}$$

This defines the effective formation free energy $f_X(T,E_F)$. The placement of defects among sites is not included in $f_X$; it is counted separately below.

An asterisk marks equilibrium with sinks at the same $T$ and $E_F$. The interstitial supersaturation is $S=C_I/C_I^*$.

## 2. Exact balance between pairs and normal sites

Let the number of atoms, $N-n_V+n_I$, be fixed. Choose one lattice site $s$ and one interstitial position $i$, and hold everything else in the crystal as it is. Compare two situations:

- A: site $s$ is normal and position $i$ is empty.
- B: site $s$ is vacant and position $i$ is filled.

Moving one atom from $s$ to $i$ turns A into B, so both contain the same number of atoms. The reference energy of the sink atom enters the vacancy with one sign and the interstitial with the other, and cancels. Summed over the charge states of the two defects, the weight of B is $z_Vz_I$ times that of A, because the defects do not interact. This holds for every arrangement of the other sites. Summing over those arrangements gives a relation between probabilities,

$$P(s\text{ vacant},\,i\text{ filled})=z_Vz_I\,P(s\text{ normal},\,i\text{ empty}). \tag{2}$$

Now sum over all $s$ and $i$. In a microstate with $n_V$ vacancies and $n_I$ interstitials, the left side counts $n_Vn_I$ combinations and the right side $(N-n_V)(M-n_I)$. Hence

$$\langle n_Vn_I\rangle=z_Vz_I\,\langle (N-n_V)(M-n_I)\rangle . \tag{3}$$

Neither diluteness nor a large crystal has been used. Enumerating all 19683 microstates of a crystal with four lattice sites and five interstitial positions confirms (3). At one Fermi level the quotient of the two averages is 0.328602, equal to $z_Vz_I$; raising $E_F$ by $0.8\,kT$ changes both to 0.388300. The constant of the law can thus depend on the Fermi level. It does not if all vacancies carry one charge and all interstitials the opposite charge, because $E_F$ then cancels in $z_Vz_I$.

## 3. The mass-action law

To replace the average of a product by a product of averages, the fluctuations must be small. With $D=n_I-n_V$ fixed by the atom number, the total weight of all states with $n_V$ vacancies is

$$W(n_V)=\binom{N}{n_V}\binom{M}{n_I}z_V^{n_V}z_I^{n_I},\qquad n_I=n_V+D. \tag{4}$$

Adding one pair multiplies each binomial by a ratio of successive coefficients:

$$\frac{W(n_V+1)}{W(n_V)}=z_Vz_I\,\frac{(N-n_V)(M-n_I)}{(n_V+1)(n_I+1)}\simeq\frac{z_Vz_INM}{n_Vn_I}. \tag{5}$$

The last form holds for dilute but numerous defects. The logarithm of (5) is the slope of $\ln W$. It vanishes at the maximum, and its derivative there is $-(1/n_V+1/n_I)$. Near the maximum $W$ is therefore a Gaussian with variance

$$\sigma^2=\left(\frac1{n_V}+\frac1{n_I}\right)^{-1}=\frac{n_Vn_I}{n_V+n_I}. \tag{6}$$

Since $n_V$ and $n_I$ fluctuate together, $\langle n_Vn_I\rangle=\langle n_V\rangle\langle n_I\rangle+\sigma^2$. Relative to the product of averages, the extra term is $1/(n_V+n_I)$, which vanishes for a large crystal. Dropping it, replacing $(N-n_V)(M-n_I)$ by $NM$, and dividing (3) by $\Omega^2$ gives

$$\boxed{C_IC_V=K,\qquad K(T,E_F)=N_LN_T\,z_Vz_I=N_LN_T\,e^{-(f_V+f_I)/kT}.} \tag{7}$$

The free energy shows which way the system moves when (7) is violated. With $F=-kT\ln W$, equation (5) gives the change on creating one pair,

$$\Delta F_{\rm pair}=kT\ln\frac{C_IC_V}{K}. \tag{8}$$

If $C_IC_V>K$, creating a pair costs free energy and recombining one releases it. Injected interstitials produce this situation.

**What sinks add.** Let atoms also be exchanged freely with sinks. The atom number is then unrestricted, and by the choice of reference no further weight appears. The sum over states factors into independent sites: each lattice site contributes $1+z_V$ and each interstitial position $1+z_I$. The vacant fraction of lattice sites is

$$x_V=\frac{z_V}{1+z_V},\qquad\text{so}\qquad \frac{x_V}{1-x_V}=z_V, \tag{9}$$

and likewise for interstitials. In the dilute limit,

$$C_V^*=N_Lz_V,\qquad C_I^*=N_Tz_I,\qquad C_I^*C_V^*=K. \tag{10}$$

Sinks fix the two concentrations separately. Pair equilibrium fixes their product, with or without sinks. For instance, a sink-free crystal with as many atoms as lattice sites has $C_I=C_V=\sqrt K$, which in general equals neither $C_I^*$ nor $C_V^*$.

Dividing (7) by (10) gives the depression law:

$$\boxed{\frac{C_V}{C_V^*}=\frac{C_I^*}{C_I}=\frac1S.} \tag{11}$$

Both starred values belong to the actual Fermi level. If injection or doping shifts $E_F$, then $K$ and the starred values must be evaluated anew.

## 4. Injection into a closed region

Equation (11) gives $C_V$ once $C_I$ is known, but injection prescribes the number of added interstitials, not their final concentration. Some of them are consumed. The rate equations account for this.

Recombination needs an encounter, so for well-mixed, dilute defects its rate per volume is $k_rC_IC_V$. Since the concentrations count all charge states, $k_r$ is an average over them. It is a constant only if the defects exchange charge with the reservoir much faster than they recombine, which is assumed from here on. With slow exchange, the charge states that recombine fastest are used up first and the decay can be slower than derived in Section 5; the final state of a closed region is unaffected. Thermal pair generation starts from normal sites, whose number hardly changes, so its rate is a constant at given $T$ and $E_F$. The net rate must vanish when (7) holds, which fixes that constant as $k_rK$:

$$R=k_r(C_IC_V-K). \tag{12}$$

Consider a region that starts in equilibrium with sinks, then receives an interstitial density $Q$ and exchanges no further defects. Each recombination removes one defect of each kind, so $\dot C_I=\dot C_V=-R$ and the difference is conserved:

$$C_I-C_V=\Delta,\qquad \Delta=C_I^*-C_V^*+Q. \tag{13}$$

Inserting $C_I=C_V+\Delta$ into (7) gives $C_V^2+\Delta C_V-K=0$. The product of its roots is $-K<0$, so one root is positive, and it is the physical one:

$$C_V=\frac{-\Delta+\sqrt{\Delta^2+4K}}2=\frac{2K}{\Delta+\sqrt{\Delta^2+4K}}. \tag{14}$$

The second form follows on multiplying numerator and denominator by $\Delta+\sqrt{\Delta^2+4K}$. It avoids subtracting nearly equal numbers when $\Delta$ is large and positive.

To see the effect of each added interstitial, differentiate $C_V(C_V+\Delta)=K$ with respect to $Q$, using $d\Delta/dQ=1$:

$$(2C_V+\Delta)\frac{dC_V}{dQ}+C_V=0
\quad\Longrightarrow\quad
\frac{dC_V}{dQ}=-\frac{C_V}{C_I+C_V}<0. \tag{15}$$

Here $2C_V+\Delta=C_I+C_V$ was used. More injection always means fewer vacancies in this model, yet (14) stays positive for every finite $Q$, because thermal generation continues. Adding $dC_I/dQ=1+dC_V/dQ=C_I/(C_I+C_V)$ shows how an injected interstitial is shared: a fraction $C_I/(C_I+C_V)$ survives as an increase of $C_I$, and the rest removes vacancies.

Two limits follow. For weak injection, $Q\ll C_I^*+C_V^*$, the last result gives

$$S\simeq1+\frac{Q}{C_I^*+C_V^*},\qquad \frac{C_V}{C_V^*}\simeq1-\frac{Q}{C_I^*+C_V^*}. \tag{16}$$

Strong injection is taken here to mean $\Delta\gg2\sqrt K$. A large $Q/C_I^*$ is not enough for this: with $C_I^*=10^{-3}C_V^*$ and $Q=0.5\,C_V^*$, $\Delta$ is still negative and $S$ is only 2.0. The condition can also hold without injection if $C_I^*\gg C_V^*$. When it holds, equation (14) becomes $C_V\simeq K/\Delta$. Few vacancies are then left to consume interstitials, and $C_I\simeq\Delta$. For any $Q>0$, (13) gives

$$S=1+\frac{Q-(C_V^*-C_V)}{C_I^*}<1+\frac Q{C_I^*}. \tag{17}$$

A direct sum over the weights (4) tests these results. A crystal with $N=4\times10^6$, $M=8\times10^6$ and $z_V=z_I=10^{-4}$ holds, by (10), 400 vacancies and 800 interstitials in sink equilibrium. It receives 1000 atoms. Then $D=1400$ and $n_Vn_I=320000$, so the law predicts 200 vacancies and 1600 interstitials. The sum gives 199.86 vacancies. The difference of $-0.14$ comes from the two approximations made in (7): the dropped fluctuation term contributes $-\sigma^2/(n_V+n_I)\simeq-0.10$, and site exclusion about $-0.04$. In a larger crystal with the same concentrations, the relative error from fluctuations vanishes. The one from site exclusion remains, but is small because the defects are dilute. The change in vacancy number per added atom is $-0.1110$ from the sum, against $-200/1800=-0.1111$ from (15).

## 5. How long the depression takes

Immediately after a sudden injection, $C_V$ is still $C_V^*$; the added interstitials have not yet met any vacancies. Let $C_{V,e}$ and $C_{I,e}$ be the final values from (14) and (13), and write $u=C_V-C_{V,e}$. Conservation of the difference gives $C_I=C_{I,e}+u$ as well. With $s=C_{I,e}+C_{V,e}$,

$$C_IC_V-K=(C_{I,e}+u)(C_{V,e}+u)-C_{I,e}C_{V,e}=u(u+s),$$

so that

$$\dot u=-k_ru(u+s). \tag{18}$$

Setting $w=1/u$ makes this linear: $\dot w=-\dot u/u^2=k_r(1+sw)$. Its solution is

$$w+\frac1s=\left(\frac1{u_0}+\frac1s\right)e^{t/\tau},\qquad \tau=\frac1{k_rs}=\frac1{k_r(C_{I,e}+C_{V,e})}. \tag{19}$$

Solving for $u=1/w$ and multiplying numerator and denominator by $u_0e^{-t/\tau}$ yields

$$u(t)=\frac{u_0\,e^{-t/\tau}}{1+(u_0/s)\left(1-e^{-t/\tau}\right)},\qquad u_0=C_V^*-C_{V,e}. \tag{20}$$

By the expression above (18), the relative error of the product $C_IC_V$ is $u(u+s)/(C_{I,e}C_{V,e})$. The law (11) therefore applies once $u$ is small compared with both $C_{V,e}$ and $C_{I,e}$. Waiting for one $\tau$ is not enough when the depression is strong, since $u_0$ is then much larger than $C_{V,e}$. If the depression is strong and also $u_0\ll s$, the decay is nearly exponential and the time required is about $\tau\ln(u_0/C_{V,e})$ plus a few $\tau$.

## 6. Competition with vacancy sources

Surfaces and dislocations can supply vacancies and work against the depression. Represent their action in a uniform region by a rate $s_V(C_V^*-C_V)$. In a steady state, vacancy supply equals net recombination:

$$k_r(C_IC_V-K)=s_V(C_V^*-C_V). \tag{21}$$

Divide by $k_rK=k_rC_I^*C_V^*$ and set $y=C_V/C_V^*$:

$$Sy-1=\rho(1-y),\qquad \rho=\frac{s_V}{k_rC_I^*}. \tag{22}$$

Collecting the terms in $y$ gives

$$y=\frac{1+\rho}{S+\rho}. \tag{23}$$

The error of the simple law, relative to its prediction $1/S$, is

$$Sy-1=\frac{S+S\rho-S-\rho}{S+\rho}=\frac{\rho(S-1)}{S+\rho}. \tag{24}$$

For $S>1$ this is smaller than $\rho$, so $\rho\ll1$ guarantees (11) at every $S>1$. The condition has a direct meaning. Multiplying numerator and denominator of $\rho$ by $C_V^*$ gives $\rho=s_VC_V^*/(k_rK)$: the largest supply that the sources can give while $C_V\geq0$, divided by the thermal pair generation rate. At large $S$, local equilibrium requires the remaining vacancies to be maintained by pair generation and not by the sources.

A weaker condition suffices for the size of the depression itself. From (23), $1-y=(S-1)/(S+\rho)$, while the simple law gives $(S-1)/S$. Their ratio is $S/(S+\rho)$, close to one when $\rho\ll S$. For $1\ll\rho\ll S$, most vacancies are indeed removed, but the few that remain exceed the mass-action value by a factor of about $1+\rho$. For $\rho\gg S$, the sources hold $C_V$ near $C_V^*$ and there is almost no depression.

To sustain $S$, let interstitials be injected at rate $g$ per volume and lost to sinks at rate $s_I(C_I-C_I^*)$. In the steady state $g=R+s_I(C_I-C_I^*)$, and $R$ equals the vacancy supply in (21), so

$$S=1+\frac{g-s_VC_V^*(1-y)}{s_IC_I^*}. \tag{25}$$

A stronger vacancy source acts twice: it replaces vacancies, and these consume injected interstitials and lower $S$.

## 7. Worked example

The parameters are round values for a model crystal, not data for a particular material: $T=1300$ K, $N_L=N_T=5\times10^{28}$ m$^{-3}$, $f_V=2.7$ eV, $f_I=2.6$ eV and $k_r=10^{-20}$ m$^3$/s. With $kT=0.112025$ eV, equation (10) gives

$$C_V^*=5\times10^{28}\,e^{-2.7/0.112025}=1.705\times10^{18}\ \mathrm{m^{-3}},$$

$$C_I^*=5\times10^{28}\,e^{-2.6/0.112025}=4.163\times10^{18}\ \mathrm{m^{-3}},$$

and $K=7.098\times10^{36}$ m$^{-6}$.

**Sudden injection.** Let $Q=4\times10^{19}$ m$^{-3}$ enter a closed region. The product $C_IC_V$ rises at once to $1+Q/C_I^*=10.6$ times $K$. From (13), in m$^{-3}$,

$$\Delta=(0.4163-0.1705+4)\times10^{19}=4.246\times10^{19}.$$

Equation (14) then gives

$$C_V=1.665\times10^{17}\ \mathrm{m^{-3}}=1.665\times10^{11}\ \mathrm{cm^{-3}},$$

$$C_I=4.262\times10^{19}\ \mathrm{m^{-3}}=4.262\times10^{13}\ \mathrm{cm^{-3}}.$$

The supersaturation is $S=42.62/4.163=10.24$, and the vacancy concentration has fallen to $1/S=0.0977$ of its sink-equilibrium value. The strong-injection estimate $K/\Delta=1.672\times10^{17}$ m$^{-3}$ is 0.4 % above the full result.

The region loses $1.54\times10^{18}$ vacancies per m$^3$, about 90 % of those present at the start. The same number of interstitials disappears, but this is only 3.8 % of $Q$. That is why $S$ lies only slightly below $1+Q/C_I^*=10.61$.

The relaxation time is

$$\tau=\frac1{10^{-20}\times(4.262+0.017)\times10^{19}}\ \mathrm{s}=2.34\ \mathrm{s}.$$

The ratio $C_V/C_V^*$ is 0.422 after one $\tau$ and 0.141 after three, still well above the final 0.098. Integration of the separate rate equations for the two defects agrees with (20) at the times compared.

**Continuous injection.** Now let $g=4\times10^{17}$ m$^{-3}$ s$^{-1}$ and $s_I=10^{-2}$ s$^{-1}$, and compare two vacancy sources. The scale in (22) is $k_rC_I^*=0.0416$ s$^{-1}$.

| Quantity | Weak source | Strong source |
|---|---|---|
| $s_V$ (s$^{-1}$) | $10^{-3}$ | $10^{-1}$ |
| $\rho$ | 0.0240 | 2.40 |
| $S$ | 10.57 | 7.87 |
| $1/S$ | 0.0946 | 0.127 |
| $C_V/C_V^*$ | 0.0966 | 0.331 |

For the weak source, (23) gives $1.0240/10.595=0.09665$, which is 2.2 % above $1/S=0.09460$. The mass-action law is a good description. For the strong source it gives $3.40/10.27=0.331$, which exceeds $1/S$ by 161 %. Vacancies are still depressed, by 67 % instead of the 87 % that (11) would predict at this $S$, but local recombination equilibrium has failed. The lower $S$ follows from (25): the strong source supplies $0.1\times1.705\times10^{18}\times0.669=1.14\times10^{17}$ vacancies per m$^3$ per second, and these consume more than a quarter of the injected interstitials.

The two cases have the same $K$ and the same injection rate. Yet only the weak source leaves $C_IC_V$ close to $K$. By (23), a steady $S$ determines $C_V$ only together with $\rho$, and for $S$ well above 1 the simple law (11) requires $\rho\ll1$. After a change in injection it also requires time. In a closed region, $u$ in (20) must have become small compared with both $C_{V,e}$ and $C_{I,e}$. With continuous injection and sinks, (20) does not apply; the initial transient must have died out, and $C_I$ must change only slightly during the vacancy lifetime $1/(k_rC_I)$. The complete values are in the numerical output.

## Values computed for the example and the checks

```
Small crystal: lattice sites, interstitial positions: 4 5
Small crystal: microstates enumerated: 19683
Fermi level 0.0 kT: enumerated pair quotient 0.328602, z_V*z_I 0.328602
Fermi level 0.8 kT: enumerated pair quotient 0.388300, z_V*z_I 0.388300
Large crystal: sink-equilibrium V, I numbers: 400, 800
Large crystal, 0 added atoms: V from microstate sum 399.72, from law 400.00; I from law 800.00
Large crystal, 1000 added atoms: V from microstate sum 199.86, from law 200.00; I from law 1600.00
Vacancy change per added atom: sum -0.1110, law -0.1111
Temperature: 1300 K; kT: 0.112025 eV
Lattice-site and interstitial-position density: 5.0e+28 m^-3 each
Formation free energies f_V, f_I: 2.7, 2.6 eV
Recombination coefficient k_r: 1.0e-20 m^3/s
Sink-equilibrium C_V*: 1.7051e+18 m^-3
Sink-equilibrium C_I*: 4.1631e+18 m^-3
Mass-action constant K: 7.0983e+36 m^-6
Equal concentrations if C_I = C_V, sqrt(K): 2.6643e+18 m^-3
Injected density Q: 4.0e+19 m^-3
Conserved difference C_I - C_V: 4.2458e+19 m^-3
Initial C_I*C_V/K after injection: 10.6083
Final C_I: 4.2625e+19 m^-3 = 4.2625e+13 cm^-3
Final C_V: 1.6653e+17 m^-3 = 1.6653e+11 cm^-3
Final supersaturation S: 10.2387
Final C_V/C_V*: 0.09767; 1/S: 0.09767
Vacancies lost: 1.5385e+18 m^-3; fraction of Q: 0.03846
Relaxation time tau: 2.3369 s
t/tau = 0.0: C_V/C_V* integrated 1.00000, formula 1.00000
t/tau = 0.5: C_V/C_V* integrated 0.63733, formula 0.63733
t/tau = 1.0: C_V/C_V* integrated 0.42224, formula 0.42224
t/tau = 3.0: C_V/C_V* integrated 0.14111, formula 0.14111
Continuous injection rate: 4.0e+17 m^-3 s^-1
Interstitial sink rate s_I: 1.0e-02 s^-1
Vacancy source rate s_V: 1.0e-03 s^-1; rho: 0.02402
  S: 10.5713; 1/S: 0.09460
  C_V/C_V* integrated: 0.09665; formula: 0.09665
  Relative departure from 1/S: 2.170 %
Vacancy source rate s_V: 1.0e-01 s^-1; rho: 2.40207
  S: 7.8692; 1/S: 0.12708
  C_V/C_V* integrated: 0.33122; formula: 0.33122
  Relative departure from 1/S: 160.645 %
```
